The Dielectric Function at Imaginary Frequency from the Absorption Spectrum

A homogeneous, isotropic medium responds linearly and locally to a macroscopic electric field E. Its polarization is

P(t) = ε₀ ∫₀^∞ χ(s) E(t − s) ds,

where χ(s) is a real function. Only earlier fields appear, which is the statement of causality. SI units are used, and a monochromatic field varies as e^(−iωt), so the relative dielectric function is

ε(ω) = 1 + ∫₀^∞ χ(t) e^(iωt) dt.

On the real axis write ε = ε₁ + iε₂. The response χ(t) is bounded. At late times it dies away in an insulator and tends to a constant in a conductor with a finite static conductivity σ₀. Assume that ε(ω) − 1 tends to zero uniformly as |ω| → ∞ in the closed upper half-plane, and that ε is continuous down to the real axis, except for a possible conductor's pole at ω = 0.

**(a) What do causality and the reality of χ imply for ε at complex frequency? Is ε real on the positive imaginary axis?**

Put ω = ω′ + iω″ with ω″ > 0. Then

e^(iωt) = e^(iω′t) e^(−ω″t).

Because t is never negative, the second factor is a decaying exponential. The integral converges, and so do its derivatives with respect to ω. Therefore ε is analytic in the upper half-plane.

Since χ is real, complex conjugation gives

ε(ω)* = 1 + ∫₀^∞ χ(t) e^(−iω*t) dt = ε(−ω*).

For real ω this reads ε₁(ω) − iε₂(ω) = ε₁(−ω) + iε₂(−ω). Hence ε₁ is even and ε₂ is odd.

At ω = iξ with ξ > 0, the exponent is i(iξ)t = −ξt, and

ε(iξ) = 1 + ∫₀^∞ χ(t) e^(−ξt) dt.  (1)

Every quantity on the right is real, so ε(iξ) is real. This holds even in an absorbing medium. The imaginary frequency describes an exponential time dependence, with no oscillation, so P is a real multiple of E at all times.

**(b) Express ε(iξ) through ε₂ on the positive real axis. What changes for a conductor?**

Consider

F(ω) = ω[ε(ω) − 1]/(ω² + ξ²) = ω[ε(ω) − 1]/[(ω − iξ)(ω + iξ)].

Integrate F counterclockwise along the real axis from −R to R and back along the semicircle of radius R in the upper half-plane. The one pole inside is at ω = iξ, with residue

iξ[ε(iξ) − 1]/(2iξ) = ½[ε(iξ) − 1].

The closed integral is 2πi times this, or iπ[ε(iξ) − 1].

Let M(R) be the largest value of |ε − 1| on the semicircle. There |F| ≤ R M(R)/(R² − ξ²), and the path has length πR. The arc therefore contributes at most

πR² M(R)/(R² − ξ²),

which vanishes as R → ∞ because M(R) → 0.

On the real axis, ω(ε₁ − 1)/(ω² + ξ²) is odd and integrates to zero. The function ωε₂/(ω² + ξ²) is even, so its integral is twice that over positive frequencies. Thus

iπ[ε(iξ) − 1] = 2i ∫₀^∞ ωε₂(ω)/(ω² + ξ²) dω.

Division by iπ gives

ε(iξ) = 1 + (2/π) ∫₀^∞ ωε₂(ω)/(ω² + ξ²) dω.  (2)

A conductor has ε ≈ iσ₀/(ε₀ω) near ω = 0. The factor ω in F cancels this simple pole, so equation (2) is unchanged for ξ > 0. As ξ → 0 its ε(iξ) diverges.

Free carriers without any damping are different. They give a term −D/ω² in ε, with D > 0, and near the origin F ≈ −D/(ξ²ω). The contour must pass above the origin on a small semicircle, traversed clockwise. On it ∫dω/ω = −iπ, so it contributes +iπD/ξ². The result is

ε(iξ) = 1 + D/ξ² + (2/π) ∫₀^∞ ωε₂(ω)/(ω² + ξ²) dω,

where the integral now contains the loss at ω > 0 alone.

The Drude model shows where the extra term comes from. With damping γ and D = ω_p²,

ε(ω) = 1 − ω_p²/[ω(ω + iγ)],  ωε₂ = ω_p²γ/(ω² + γ²).

The area under ωε₂ from zero to infinity is πω_p²/2 for every γ > 0. As γ → 0 this area collapses onto ω = 0, where the kernel equals 1/ξ². The contribution tends to (2/π)(πω_p²/2)/ξ² = ω_p²/ξ², although ε₂ vanishes at every fixed positive frequency. One must either keep this concentrated weight in ωε₂ or add D/ξ² separately, but not both. From here on, the undamped case is set aside.

**(c) Under what condition is ε(iξ) monotonic, and in which direction?**

The sign of ε₂ is needed, and it follows from energy absorption. For a field E₀ cos ωt,

P = ε₀E₀[(ε₁ − 1) cos ωt + ε₂ sin ωt],

dP/dt = ε₀ωE₀[−(ε₁ − 1) sin ωt + ε₂ cos ωt].

The field does work at the rate E dP/dt per volume. Over a cycle sin ωt cos ωt averages to zero and cos² ωt to ½, so the mean absorbed power is

½ε₀ωε₂(ω)E₀².

A passive medium cannot deliver net energy to the field, so ε₂ ≥ 0 for ω > 0. Assume also that there is some absorption.

Take ξ_b > ξ_a > 0. Subtracting the two kernels in equation (2) gives

ε(iξ_a) − ε(iξ_b) = (2/π)(ξ_b² − ξ_a²) ∫₀^∞ ωε₂/[(ω² + ξ_a²)(ω² + ξ_b²)] dω > 0.

So ε(iξ) decreases strictly, and equation (2) shows that it stays above 1. Divide by ξ_a − ξ_b, which is negative, and let both values approach ξ. Since (ξ_b² − ξ_a²)/(ξ_a − ξ_b) = −(ξ_a + ξ_b) → −2ξ,

dε(iξ)/dξ = −(4ξ/π) ∫₀^∞ ωε₂(ω)/(ω² + ξ²)² dω < 0.

Passivity is sufficient for the decrease, and without it the decrease can fail. Take the Lorentz model of part (f), with the same density and dampings and with frequencies given as energies ħω, but with an amplifying resonance at 5 eV and an absorbing one at 15 eV, with strengths −0.20 and 1.20. At 5 eV it has ε₂ = −10.8. Its ε(iξ) is 0.265 at ξ = 0, rises to 1.474 at 10 eV and falls to 1.333 at 20 eV. Equation (2) still holds for this medium, but monotonicity is lost.

**(d) How does a medium of electrons respond immediately after a field impulse?**

Let n be the mean density of all electrons, each of charge −e and mass m. Treat the electrons as non-relativistic, hold the nuclei fixed, and let the internal potential energy depend on positions alone. Apply E(t) = Aδ(t). Along the field, the Heisenberg equations for each electron are

dx/dt = p/m,  dp/dt = −∂V/∂x − eE(t).

The impulse changes p by −eA. During the impulse the positions do not change, and the finite internal forces have no time to transfer momentum. Immediately afterwards the mean displacement caused by the impulse is therefore

δx = −(eA/m)t + terms smaller than t.

The polarization is −neδx = (ne²A/m)t. By the definition of χ it is also ε₀χ(t)A. Hence

χ(t) = ω_p²t + terms smaller than t,  ω_p² = ne²/(ε₀m).  (3)

Binding and electron–electron forces do not enter the leading term, because they change only after the charges have moved. The Coulomb force is not finite at contact, but the law still holds for the hydrogen atom: from its exact oscillator strengths, the relative correction to the linear rise is about 0.2t² in atomic units for t between 10⁻³ and 10⁻².

The argument was tested on one quantum electron, kicked out of its ground state in the quartic potential x⁴ and in the double well x⁴/4 − x², in units ħ = m = 1, with impulse 10⁻³ and elapsed time 10⁻². Shortly after the kick, the displacement divided by (impulse × time/mass) was 0.9999 and 1.0000 respectively. With the nonlocal term −3|φ₀⟩⟨φ₀| added to the quartic potential, where φ₀ is the ground state of a harmonic oscillator of unit frequency, the ratio became 3.37; this value depends on the form and strength of the term. Such a term does not commute with position, so velocity is no longer p/m. The assumption about the potential therefore matters.

**(e) Find the behaviour of ε(iξ) at large ξ and what it implies for the absorption spectrum.**

Multiply equation (1), after subtracting 1, by ξ² and set s = ξt, so that dt = ds/ξ:

ξ²[ε(iξ) − 1] = ∫₀^∞ ξχ(s/ξ) e^(−s) ds.

For fixed s, equation (3) gives ξχ(s/ξ) → ω_p²s as ξ → ∞. Because χ is bounded and linear at short times, there is a constant C with |χ(t)| ≤ Ct for all t. The integrand is then bounded by Cs e^(−s), which is integrable, and the limit may be taken inside:

ξ²[ε(iξ) − 1] → ω_p² ∫₀^∞ s e^(−s) ds = ω_p².

Thus, at large ξ,

ε(iξ) ≈ 1 + ω_p²/ξ².  (4)

It is the difference from 1 that falls as ω_p²/ξ². A rapidly growing exponential field probes only the most recent response, in which the electrons still move as if free.

The same limit can be taken in equation (2):

ξ²[ε(iξ) − 1] = (2/π) ∫₀^∞ ωε₂(ω) ξ²/(ω² + ξ²) dω.

At each ω > 0 the factor ξ²/(ω² + ξ²) rises towards 1. In a passive medium the integrand is non-negative, so by monotone convergence the right side rises to the integral without that factor. Equating the two limits gives the sum rule

(2/π) ∫₀^∞ ωε₂(ω) dω = ω_p².  (5)

Since ξ²/(ω² + ξ²) = 1 − ω²/(ω² + ξ²), the difference from the limit is

ω_p² − ξ²[ε(iξ) − 1] = (2/π) ∫₀^∞ ω³ε₂(ω)/(ω² + ξ²) dω.  (6)

The right side is positive, so at every ξ > 0

0 < ε(iξ) − 1 < ω_p²/ξ².

The free-electron tail is thus an upper bound as well as the limiting form, provided n counts all electrons, core electrons included. A tail built from the valence density alone is not a bound. For an isolated Mg atom in time-dependent Hartree–Fock theory, ξ² times the polarizability, in atomic units, is about 5 at ħξ = 100 eV, well above its two valence electrons, and tends to 12.

**(f) Evaluate ε(iξ) for a model insulator with n = 2 × 10²⁹ m⁻³ and two damped resonances.**

From here on, frequencies are given as energies ħω in eV. The density gives ω_p = 2.523 × 10¹⁶ rad/s, or 16.606 eV, and ω_p² = 275.77 eV². Take the Lorentz model

ε(ω) = 1 + Σ_j f_jω_p²/(ω_j² − ω² − iγ_jω),

with these chosen parameters:

f₁ = 0.25, ω₁ = 5 eV, γ₁ = 1 eV
f₂ = 0.75, ω₂ = 15 eV, γ₂ = 5 eV

At ω = iξ, −ω² = ξ² and −iγ_jω = γ_jξ. Therefore

ε(iξ) = 1 + Σ_j f_jω_p²/(ω_j² + ξ² + γ_jξ).

At ξ = 10 eV the two numerators are 68.94 and 206.83 eV², and

ε(iξ) = 1 + 68.94/(25 + 100 + 10) + 206.83/(225 + 100 + 50)
= 1 + 0.5107 + 0.5515 = 2.062.

Integration of the loss spectrum by equation (2) and of the time response by equation (1) both give 2.0622. The slope there is −0.1162 eV⁻¹. Further values are:

ξ = 0: ε = 4.677
ξ = 5 eV: ε = 3.006, ratio to tail 0.182
ξ = 20 eV: ε = 1.440, ratio to tail 0.639
ξ = 100 eV: ε = 1.0261, ratio to tail 0.946
ξ = 1000 eV: ε = 1.00027, ratio to tail 0.996

The ratio is ξ²[ε(iξ) − 1]/ω_p². It approaches 1 from below, as equation (6) requires. The speed of this approach belongs to the model, which has a density typical of valence electrons (silicon has 2.0 × 10²⁹ m⁻³ valence and 7.0 × 10²⁹ m⁻³ total) and no core levels. With core electrons the all-electron ratio rises more slowly: for an isolated Mg atom in time-dependent Hartree–Fock theory it is about 0.4 at 100 eV and about 0.85 at 1000 eV. At 1000 eV the length c/ξ is 2 Å, comparable to the spacing n^(−1/3) = 1.7 Å, so values at such ξ illustrate the formulas and lie at or beyond the edge of the local macroscopic description. On the real axis the same medium has ε₁ = 8.38 at 4 eV, −2.76 at 6 eV, 1.52 at 10 eV and −0.07 at 20 eV. The resonances that make ε₁ change sign leave a smooth decrease on the imaginary axis.

**(g) What controls the speed of approach to the tail, and when does the tail itself fail?**

For the Lorentz model, divide each term by ω_p²/ξ²:

ξ²[ε(iξ) − 1]/ω_p² = Σ_j f_j/[1 + γ_j/ξ + ω_j²/ξ²].

The strengths add to 1, so to first order in 1/ξ the ratio is

1 − (Σ_j f_jγ_j)/ξ.

Here Σ_j f_jγ_j = 0.25 × 1 + 0.75 × 5 = 4 eV. At ξ = 10 000 eV, ξ times the deficit relative to the tail is 4.016 eV, in agreement with this leading term. The slow 1/ξ correction comes from the model's friction, which produces a loss tail at high frequency. Each term has ε₂ = f_jω_p²γ_jω/[(ω_j² − ω²)² + γ_j²ω²], so ω³ε₂ → ω_p² Σ_j f_jγ_j. At large ξ this constant dominates the right side of equation (6), and since (2/π) ∫₀^∞ dω/(ω² + ξ²) = 1/ξ, it gives ω_p²(Σ_j f_jγ_j)/ξ, the same leading term.

A different model, χ(t) = ω_p²t e^(−b²t²/2), has a loss spectrum with a Gaussian cutoff. Its short-time expansion is ω_p²(t − b²t³/2 + …). Using ∫₀^∞ t e^(−ξt) dt = 1/ξ² and ∫₀^∞ t³e^(−ξt) dt = 6/ξ⁴,

ε(iξ) − 1 = (ω_p²/ξ²)(1 − 3b²/ξ² + …).

For b = 5 eV, 3b² = 75 eV². At ξ = 1000 eV the computed value of ξ² times the relative deficit is 74.99 eV². The leading tail is thus common to both models, while the power of ξ in its correction depends on how fast the loss falls at high frequency. When ∫₀^∞ ω³ε₂ dω converges, as it does with a Gaussian cutoff, the right side of equation (6) falls as 1/ξ² with that integral, times 2/π, as its coefficient. A loss with ω³ε₂ ∝ ω^(−s) and 0 ≤ s < 1 gives a correction ∝ ξ^(−1−s), and for s > 1 the power stays at 2. The hydrogen atom belongs to the second class. There ξ² times the relative deficit is 1.10 at ξ = 100 and 1.31 at ξ = 10⁴, and it tends slowly to 4/3, all in atomic units. The 1/ξ law of the Lorentz model does not carry over to it.

Debye relaxation violates the short-time law (3). Its response is χ(t) = ΔΓe^(−Γt), where Δ is the static step in ε and Γ the relaxation rate. Equation (1) gives

ε(iξ) − 1 = ΔΓ/(ξ + Γ) ≈ ΔΓ/ξ at large ξ.

The polarization jumps at t = 0, as if the charges had no inertia. Correspondingly,

ωε₂ = ΔΓω²/(ω² + Γ²) → ΔΓ,

so the integral in the sum rule (5) diverges. For Δ = 2 and Γ = 1 eV, ξ²[ε(iξ) − 1] grows from 198 eV² at ξ = 100 eV to 1998 eV² at 1000 eV instead of levelling off. Equation (2) and the monotonic decrease still hold, because neither needs the sum rule. The Debye form can describe slow relaxation, but it cannot be continued to frequencies at which inertia matters.

Values computed for the example and the checks

```
electron density = 2.0e+29 m^-3
plasma frequency = 2.5229e+16 rad/s; hbar*wp = 16.6063 eV
(hbar*wp)^2 = 275.768 eV^2
oscillator: strength 0.25, energy 5.0 eV, damping 1.0 eV
oscillator: strength 0.75, energy 15.0 eV, damping 5.0 eV
real axis 4.0 eV: eps1 = 8.3773, eps2 = 2.9368
real axis 6.0 eV: eps1 = -2.7629, eps2 = 2.8042
real axis 10.0 eV: eps1 = 1.5232, eps2 = 0.6910
real axis 20.0 eV: eps1 = -0.0743, eps2 = 0.5189
xi = 0 eV: eps(i xi) = 4.6769128 (loss), 4.6769128 (time), xi^2(eps-1)/wp^2 = 0.00000
xi = 1 eV: eps(i xi) = 4.4487638 (loss), 4.4487638 (time), xi^2(eps-1)/wp^2 = 0.01251
xi = 5 eV: eps(i xi) = 3.0055888 (loss), 3.0055888 (time), xi^2(eps-1)/wp^2 = 0.18182
xi = 10 eV: eps(i xi) = 2.0622192 (loss), 2.0622192 (time), xi^2(eps-1)/wp^2 = 0.38519
xi = 20 eV: eps(i xi) = 1.4402038 (loss), 1.4402038 (time), xi^2(eps-1)/wp^2 = 0.63851
xi = 50 eV: eps(i xi) = 1.0962951 (loss), 1.0962951 (time), xi^2(eps-1)/wp^2 = 0.87297
xi = 100 eV: eps(i xi) = 1.0260936 (loss), 1.0260936 (time), xi^2(eps-1)/wp^2 = 0.94621
xi = 1000 eV: eps(i xi) = 1.0002746 (loss), 1.0002746 (time), xi^2(eps-1)/wp^2 = 0.99585
sum rule (2/pi) int w eps2 dw = 275.768 eV^2
slope at xi = 10 eV: -0.116209 eV^-1 (integral), -0.116209 eV^-1 (difference)
Lorentz: xi*(relative deficit) at 10000 eV = 4.0156 eV; mean damping = 4.0000 eV
Gaussian width b = 5.0 eV: xi^2*(relative deficit) at 1000 eV = 74.991 eV^2; 3b^2 = 75.000 eV^2
gain medium, xi = 0 eV: eps(i xi) = 0.26462
gain medium, xi = 10 eV: eps(i xi) = 1.47391
gain medium, xi = 20 eV: eps(i xi) = 1.33250
gain medium: strengths -0.20, 1.20; eps2 at 5 eV = -10.8271
conductor, damping 0.5000 eV, xi = 2 eV: eps-1 = 55.1537; eps2 at 1 eV = 110.3074
conductor, damping 0.0001 eV, xi = 2 eV: eps-1 = 68.9387; eps2 at 1 eV = 0.0276
lossless limit wp^2/xi^2 at 2 eV = 68.9421
Debye medium: step 2.0, rate 1.0 eV
Debye, xi = 100 eV: xi(eps-1) = 1.9802 eV, xi^2(eps-1) = 198.02 eV^2
Debye, xi = 1000 eV: xi(eps-1) = 1.9980 eV, xi^2(eps-1) = 1998.00 eV^2
quartic potential: strength sum = 1.000000, kick displacement/(kick*time) = 0.999943
double well potential: strength sum = 1.000000, kick displacement/(kick*time) = 0.999973
quartic plus nonlocal term: strength sum = 3.3669, kick displacement/(kick*time) = 3.3651
```
